# Linear Magnetization Curve of a Symmetric Synthetic Antiferromagnet: test program

```python
"""
Symmetric synthetic antiferromagnet without in-plane anisotropy.
Energy per area: E = J m1.m2 - B M t h.(m1+m2), with B = mu0 H.
J > 0: antiferromagnetic coupling (J/m^2); M: magnetization (A/m);
t: thickness of EACH layer (m); h: field direction; m1, m2: unit vectors.
Result under test: mean m along an in-plane field = min(H/Hs, 1),
with Hs = 2J/(mu0 M t). Unrestricted minimization supplies the other side.
Extensions tested: anisotropy K, biquadratic coupling J2, unequal layers,
exchange stiffness A (twist inside layers), perpendicular field, temperature.
"""
import numpy as np
from scipy.constants import mu_0, k as k_B
from scipy.linalg import eigh
from scipy.optimize import minimize, brentq

J = 0.5e-3
M = 1.2e6
t = 3.0e-9
A = 15e-12
B_K = 3e-3
J2 = 0.05 * J
T = 300.0
side = 50e-9
K = B_K * M / 2
B_s = 2 * J / (M * t)
X, Y, Z = np.eye(3)
rng = np.random.default_rng(4)


def equilibrium(B, h=X, layers=(t, t), K_u=0.0, u=X, J_bq=0.0,
                demag=True, starts=8):
    """Lowest state from random 3D starts; energies in units of J."""
    t1, t2 = layers
    d = mu_0 * M**2 / J if demag else 0.0

    def energy_gradient(v):
        # The physical energy depends on directions only; the added term
        # (length^2 - 1)^2 is zero at unit length and fixes the lengths.
        n1, n2 = np.linalg.norm(v[:3]), np.linalg.norm(v[3:])
        m1, m2 = v[:3] / n1, v[3:] / n2
        c = m1 @ m2
        e = c + J_bq / J * c**2
        gradients = []
        for m, other, th, n in ((m1, m2, t1, n1), (m2, m1, t2, n2)):
            e += th * (-B * M / J * (m @ h) - K_u / J * (m @ u)**2
                       + d / 2 * m[2]**2)
            e += (n**2 - 1)**2
            g = other * (1 + 2 * J_bq / J * c)
            g = g + th * (-B * M / J * h - 2 * K_u / J * (m @ u) * u
                          + d * m[2] * Z)
            gradients.append((g - (g @ m) * m) / n
                             + 4 * (n**2 - 1) * n * m)
        return e, np.concatenate(gradients)

    def relax():
        """Minimize, kick away from possible saddles, minimize again."""
        v = rng.normal(size=6)
        v[:3] /= np.linalg.norm(v[:3])
        v[3:] /= np.linalg.norm(v[3:])
        for attempt in range(6):
            run = minimize(energy_gradient, v, jac=True, method="BFGS",
                           options={"gtol": 1e-8})
            if attempt > 0 and np.linalg.norm(run.jac) < 1e-7:
                break
            v = run.x + 1e-3 * rng.normal(size=6)
        assert np.linalg.norm(run.jac) < 1e-5
        return run

    runs = [relax() for _ in range(starts)]
    best = min(runs, key=lambda r: r.fun)
    m1 = best.x[:3] / np.linalg.norm(best.x[:3])
    m2 = best.x[3:] / np.linalg.norm(best.x[3:])
    mean = (t1 * m1 + t2 * m2) @ h / (t1 + t2)
    spread = max(r.fun for r in runs) - best.fun
    return mean, best.fun, m1, m2, spread


# Magnetization curve, symmetry, energy and absence of other minima.
reduced_fields = np.linspace(0, 1.2, 13)
curve, rows = [], []
for r in reduced_fields:
    m, e, m1, m2, spread = equilibrium(r * B_s)
    curve.append(m)
    assert abs(m - min(r, 1)) < 1e-4
    assert spread < 1e-6
    z = r * B_s * M * t / J
    e_formula = -1 - z**2 / 2 if r <= 1 else 1 - 2 * z
    assert abs(e - e_formula) < 1e-6
    if r > 0:
        assert abs(m1 @ X - m2 @ X) < 1e-3
        assert np.linalg.norm(np.cross(m1 + m2, X)) < 1e-3
    angles = [np.degrees(np.arccos(np.clip(v @ X, -1, 1))) for v in (m1, m2)]
    rows.append((r * B_s, m, *angles))
for r in (0.3, 0.7):
    assert abs(equilibrium(r * B_s, demag=False)[0] - r) < 1e-4

# Random sampling of all directions cannot beat the claimed minimum.
samples = rng.normal(size=(2, 200000, 3))
samples /= np.linalg.norm(samples, axis=2, keepdims=True)
sample_energy = (np.sum(samples[0] * samples[1], axis=1)
                 - (samples[0, :, 0] + samples[1, :, 0]))
assert -1.5 <= sample_energy.min() < -1.48

# Work of saturation from the numerical curve (trapezoidal rule).
missing = 1 - np.array(curve)
work = 2 * M * t * np.sum((missing[1:] + missing[:-1]) / 2
                          * np.diff(reduced_fields * B_s))
assert abs(work / (2 * J) - 1) < 1e-3


def planar_hessian(a, b, B, step=1e-3):
    """Finite-difference second derivatives of E/J in the two angles."""
    def e(p, q):
        return np.cos(p - q) - B * M * t / J * (np.cos(p) + np.cos(q))
    aa = (e(a + step, b) - 2 * e(a, b) + e(a - step, b)) / step**2
    bb = (e(a, b + step) - 2 * e(a, b) + e(a, b - step)) / step**2
    ab = (e(a + step, b + step) - e(a + step, b - step)
          - e(a - step, b + step) + e(a - step, b - step)) / (4 * step**2)
    return np.array([[aa, ab], [ab, bb]])


B_stable = brentq(lambda B: np.linalg.eigvalsh(planar_hessian(0, 0, B))[0],
                  0.2 * B_s, 3 * B_s)
assert abs(B_stable / B_s - 1) < 1e-4
parallel = np.linalg.eigvalsh(planar_hessian(0, 0, 0.6 * B_s))
assert np.allclose(parallel, [1.2 - 2, 1.2], atol=1e-4)
theta = np.arccos(0.6)
canted = np.linalg.eigvalsh(planar_hessian(theta, -theta, 0.6 * B_s))
assert np.allclose(canted, sorted([2 * 0.6**2, 2 * 0.8**2]), atol=1e-4)
for r in (0.1, 0.5):
    determinant = np.linalg.det(planar_hessian(0, np.pi, r * B_s))
    assert abs(determinant + (2 * r)**2) < 1e-4

# Uniaxial anisotropy: hard axis, easy axis and spin flop.
B_hard, B_easy = B_s + B_K, B_s - B_K
B_flop = np.sqrt(B_K * (B_s - B_K))
for axis, B_end in ((Y, B_hard), (X, B_easy)):
    for r in (0.5, 0.995, 1.005):
        m = equilibrium(r * B_end, K_u=K, u=axis)[0]
        assert abs(m - min(r, 1)) < 2e-4
assert abs(equilibrium(0.95 * B_flop, K_u=K, u=X, starts=16)[0]) < 1e-3
m_flop = equilibrium(1.05 * B_flop, K_u=K, u=X, starts=16)[0]
assert abs(m_flop - 1.05 * B_flop / B_easy) < 1e-3


# Biquadratic coupling bends the curve.
def biquadratic_field(m):
    return (2 * J * m + 4 * J2 * m * (2 * m**2 - 1)) / (M * t)


for m_target in (0.2, 0.5, 0.9):
    m = equilibrium(biquadratic_field(m_target), J_bq=J2)[0]
    assert abs(m - m_target) < 1e-4
B_bq = biquadratic_field(1.0)
assert equilibrium(0.99 * B_bq, J_bq=J2)[0] < 0.9995
assert abs(equilibrium(1.01 * B_bq, J_bq=J2)[0] - 1) < 1e-4

# Unequal layers give a plateau.
t_thin, t_thick = t - 0.05e-9, t + 0.05e-9
B_plateau = J / M * (1 / t_thin - 1 / t_thick)
m_plateau = (t_thick - t_thin) / (t_thick + t_thin)
for r in (0.5, 0.9):
    m = equilibrium(r * B_plateau, layers=(t_thin, t_thick), starts=12)[0]
    assert abs(m - m_plateau) < 2e-4
for B in (2 * B_plateau, 0.5 * B_s):
    m = equilibrium(B, layers=(t_thin, t_thick))[0]
    expected = B * M * t_thin * t_thick / (J * (t_thin + t_thick))
    assert abs(m - expected) < 2e-4

# Perpendicular field works against the demagnetizing field as well.
B_perp = B_s + mu_0 * M
for r in (0.5, 0.98, 1.02):
    assert abs(equilibrium(r * B_perp, h=Z)[0] - min(r, 1)) < 2e-4

# Twist inside layers: continuum formulas against discretized layers.
x_twist = brentq(lambda x: x * np.tanh(x) - J * t / A, 1e-6, 5)
B_twist = 2 * A * x_twist**2 / (M * t**2)
slope_factor = 1 + J * t / (3 * A)
N = 80
cell = t / N
weights = np.full(N + 1, cell)
weights[[0, -1]] /= 2
stiffness = np.zeros((N + 1, N + 1))
for i in range(N):
    stiffness[i:i + 2, i:i + 2] += 2 * A / cell * np.array([[1, -1], [-1, 1]])
both = np.kron(np.eye(2), stiffness)
interface = [0, N + 1]
both[np.ix_(interface, interface)] -= J * np.array([[1, -1], [-1, 1]])
lowest = eigh(both, np.diag(np.tile(weights, 2)), eigvals_only=True)[0]
B_twist_numeric = -lowest / M
assert abs(B_twist_numeric / B_twist - 1) < 1e-4
near_antiparallel = stiffness.copy()
near_antiparallel[0, 0] += 2 * J
tilt = np.linalg.solve(near_antiparallel, M * weights)
slope_numeric = (weights @ tilt / t) * B_s
assert abs(slope_numeric / slope_factor - 1) < 1e-4


# Thermal mean at half saturation for in-plane moments of a coherent patch.
def thermal_mean(area):
    beta = J * area / (k_B * T)
    grid = np.linspace(-np.pi, np.pi, 800, endpoint=False)
    a, b = np.meshgrid(grid, grid, indexing="ij")
    e = np.cos(a - b) - 0.5 * B_s * M * t / J * (np.cos(a) + np.cos(b))
    w = np.exp(-beta * (e - e.min()))
    return np.sum(w * (np.cos(a) + np.cos(b)) / 2) / np.sum(w)


m_thermal = thermal_mean(side**2)
shift_ratio = (m_thermal - 0.5) / (thermal_mean(2 * side**2) - 0.5)
assert abs(shift_ratio - 2) < 0.1

print(f"coupling J = {J*1e3:.2f} mJ/m2")
print(f"magnetization M = {M/1e3:.0f} kA/m")
print(f"thickness of each layer t = {t*1e9:.2f} nm")
print(f"saturation field mu0 Hs = {B_s*1e3:.1f} mT")
print(f"saturation field Hs = {B_s/mu_0/1e3:.1f} kA/m")
print(f"initial susceptibility M/Hs = {M*mu_0/B_s:.3f} (dimensionless)")
print(f"parallel state becomes stable at {B_stable*1e3:.1f} mT")
print("minimized: field (mT), m, angle 1 (deg), angle 2 (deg)")
for index in (1, 3, 5, 7, 9, 11):
    B, m, angle1, angle2 = rows[index]
    print(f"  {B*1e3:6.1f}  {m:.4f}  {angle1:6.2f}  {angle2:6.2f}")
print(f"work of saturation from curve = {work*1e3:.4f} mJ/m2")
print(f"energy difference 2J = {2*J*1e3:.4f} mJ/m2")
print(f"assumed anisotropy field mu0 HK = {B_K*1e3:.1f} mT")
print(f"anisotropy constant K = {K/1e3:.2f} kJ/m3")
print(f"hard-axis saturation = {B_hard*1e3:.1f} mT")
print(f"easy-axis saturation = {B_easy*1e3:.1f} mT")
print(f"easy-axis spin-flop field = {B_flop*1e3:.1f} mT")
print(f"m just after the flop = {B_flop/B_easy:.3f}")
print(f"assumed biquadratic ratio J2/J = {J2/J:.3f}")
print(f"biquadratic saturation = {B_bq*1e3:.1f} mT")
print(f"biquadratic field for m = 0.5: {biquadratic_field(0.5)*1e3:.1f} mT")
print(f"unequal thicknesses = {t_thin*1e9:.2f}, {t_thick*1e9:.2f} nm")
print(f"plateau m = {m_plateau:.4f}, ends at {B_plateau*1e3:.2f} mT")
print(f"assumed exchange stiffness A = {A*1e12:.1f} pJ/m")
print(f"twist parameter Jt/A = {J*t/A:.3f}")
print(f"root x of x tanh x = Jt/A: {x_twist:.4f}")
print(f"saturation with twist = {B_twist*1e3:.1f} mT")
print(f"saturation with twist, discretized = {B_twist_numeric*1e3:.1f} mT")
print(f"initial slope factor with twist = {slope_factor:.4f}")
print(f"initial slope factor, discretized = {slope_numeric:.4f}")
print(f"demagnetizing field mu0 M = {mu_0*M*1e3:.0f} mT")
print(f"perpendicular saturation = {B_perp*1e3:.0f} mT")
print(f"temperature = {T:.0f} K, patch side = {side*1e9:.0f} nm")
print(f"patch coupling energy / kT = {J*side**2/(k_B*T):.0f}")
print(f"thermal mean m at Hs/2 = {m_thermal:.4f}")
print("all assertions hold")
```

It prints:

```
coupling J = 0.50 mJ/m2
magnetization M = 1200 kA/m
thickness of each layer t = 3.00 nm
saturation field mu0 Hs = 277.8 mT
saturation field Hs = 221.0 kA/m
initial susceptibility M/Hs = 5.429 (dimensionless)
parallel state becomes stable at 277.8 mT
minimized: field (mT), m, angle 1 (deg), angle 2 (deg)
    27.8  0.1000   84.26   84.26
    83.3  0.3000   72.54   72.54
   138.9  0.5000   60.00   60.00
   194.4  0.7000   45.57   45.57
   250.0  0.9000   25.84   25.84
   305.6  1.0000    0.00    0.00
work of saturation from curve = 1.0000 mJ/m2
energy difference 2J = 1.0000 mJ/m2
assumed anisotropy field mu0 HK = 3.0 mT
anisotropy constant K = 1.80 kJ/m3
hard-axis saturation = 280.8 mT
easy-axis saturation = 274.8 mT
easy-axis spin-flop field = 28.7 mT
m just after the flop = 0.104
assumed biquadratic ratio J2/J = 0.050
biquadratic saturation = 305.6 mT
biquadratic field for m = 0.5: 131.9 mT
unequal thicknesses = 2.95, 3.05 nm
plateau m = 0.0167, ends at 4.63 mT
assumed exchange stiffness A = 15.0 pJ/m
twist parameter Jt/A = 0.100
root x of x tanh x = Jt/A: 0.3216
saturation with twist = 287.3 mT
saturation with twist, discretized = 287.3 mT
initial slope factor with twist = 1.0333
initial slope factor, discretized = 1.0333
demagnetizing field mu0 M = 1508 mT
perpendicular saturation = 1786 mT
temperature = 300 K, patch side = 50 nm
patch coupling energy / kT = 302
thermal mean m at Hs/2 = 0.4989
all assertions hold
```
